# Electron transmission from a metal into a light-mass semiconductor

## Question

An electron in a metal has effective mass 1 (in free-electron masses) and kinetic energy 5 eV. It hits a flat interface with a semiconductor at normal incidence. In the semiconductor its mass is 0.2 and its kinetic energy, measured from the conduction-band edge, is 0.1 eV. There is no barrier beyond the step itself. I want the probability that it gets through.

I matched \(\psi\) and \(\psi'\) at the interface, as for an ordinary potential step, and found \(r=(k_1-k_2)/(k_1+k_2)\). This gives a reflection of 0.776, so the transmission should be 0.224. But when I compute the transmitted flux directly from the transmitted amplitude, I get 1.119. Both cannot be right, and the second is larger than one.

Where is the mistake, what is the correct transmission, and how far can I trust it for a real contact, say a noble metal on n-type gallium nitride?

## Answer

The mistake is the continuity of \(\psi'\). When the mass changes at the interface, the quantity that stays continuous is \(\psi'/m\). In the standard effective-mass model both of your numbers are wrong, and the correct one follows from velocities instead of wave numbers.

### The matching conditions

I use atomic units in the algebra (\(\hbar=m_e=e=1\)), with the metal at \(x<0\) (index 1) and the semiconductor at \(x>0\) (index 2). The model is a one-band effective-mass equation,

\[
-\frac12\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi .
\]

Placing \(1/m\) between the two derivatives makes the operator Hermitian. Other Hermitian orderings exist when \(m\) depends on position, and they can lead to other matching conditions. This one is therefore an assumption of the model; the end of the answer shows how much the matching matters.

Integrate the equation from \(-\epsilon\) to \(+\epsilon\):

\[
\left[\frac{\psi'}{m}\right]_{-\epsilon}^{+\epsilon}
=2\int_{-\epsilon}^{+\epsilon}(V-E)\,\psi\,dx .
\]

The potential jumps but stays finite, so the right side vanishes as \(\epsilon\to0\). Hence \(\psi'/m\) is continuous. The function \(\psi\) is continuous too: a jump in it would put a delta function into \(\psi'/m\), and the derivative of that delta function could not be cancelled by anything else in the equation.

These conditions conserve the particle flux

\[
j=\operatorname{Im}\left(\psi^*\frac{\psi'}{m}\right).
\]

To see that \(j\) is the same at every \(x\), differentiate it and use \((\psi'/m)'=2(V-E)\psi\):

\[
\frac{dj}{dx}=\operatorname{Im}\left(\frac{|\psi'|^2}{m}+2(V-E)|\psi|^2\right)=0,
\]

because both terms are real. If \(\psi\) and \(\psi'\) were continuous while \(m\) jumped, \(j\) would jump by the factor \(m_1/m_2\). That is the source of your contradiction.

### The amplitudes and the flux

On each side, with \(E_1\) and \(E_2\) the kinetic energies,

\[
k_i=\sqrt{2m_iE_i},\qquad v_i=\frac{k_i}{m_i}=\sqrt{\frac{2E_i}{m_i}} .
\]

Take an incident wave of amplitude one:

\[
\psi=e^{ik_1x}+r\,e^{-ik_1x}\quad(x<0),\qquad
\psi=t\,e^{ik_2x}\quad(x>0).
\]

Continuity of \(\psi\) and of \(\psi'/m\) at \(x=0\) gives, after a common factor \(i\) is cancelled in the second equation,

\[
1+r=t,\qquad v_1(1-r)=v_2t .
\]

Multiply the first equation by \(v_1\) and add the second. The terms in \(r\) cancel, leaving \(2v_1=(v_1+v_2)t\). Therefore

\[
t=\frac{2v_1}{v_1+v_2},\qquad r=t-1=\frac{v_1-v_2}{v_1+v_2}.
\]

Now insert the waves into \(j\). In the metal,

\[
\psi^*\psi'=ik_1(1-r^2)+ik_1r\left(e^{2ik_1x}-e^{-2ik_1x}\right).
\]

The last bracket is \(2i\sin 2k_1x\), so the second term is real and carries no flux. The metal flux is \(v_1(1-r^2)\), that is, incident minus reflected. The transmitted flux is \(v_2t^2\). Divided by the incident flux \(v_1\), the reflected and transmitted fractions are

\[
R=r^2=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2,\qquad
T=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
\]

They add to one, since \((v_1-v_2)^2+4v_1v_2=(v_1+v_2)^2\).

### Your numbers

Only the velocity ratio is needed, and units cancel from it:

\[
\frac{v_1}{v_2}=\sqrt{\frac{E_1m_2}{E_2m_1}}
=\sqrt{\frac{5\times0.2}{0.1\times1}}=\sqrt{10}=3.162 .
\]

So

\[
T=\frac{4\times3.162}{(4.162)^2}=0.730,\qquad
R=\left(\frac{2.162}{4.162}\right)^2=0.270 .
\]

**The transmission is about 0.73, or 73 percent.**

The transmitted amplitude is \(t=2\times3.162/4.162=1.52\), so \(t^2=2.31\). This is a density relative to that of the incident wave, and it may exceed one. The electron moves 3.162 times more slowly in the semiconductor, and \(2.31/3.162=0.73\) recovers the flux.

Your two values can now be traced. The wave numbers are \(k_1=1.146\) and \(k_2=0.0725\) per angstrom, with ratio 15.81. Continuity of \(\psi'\) replaces \(v_i\) by \(k_i\) in the amplitudes, so that

\[
1-r^2=\frac{4k_1k_2}{(k_1+k_2)^2}=0.224,
\]

\[
\frac{v_2}{v_1}t^2=\frac{k_2m_1}{k_1m_2}\,\frac{4k_1^2}{(k_1+k_2)^2}
=\frac{m_1}{m_2}\,\frac{4k_1k_2}{(k_1+k_2)^2}=1.119 .
\]

They differ by the mass ratio, 5. With equal masses they would agree, which is why the rule works for the ordinary step.

### What controls the transmission

Rewriting the result as

\[
T=1-\left(\frac{v_1-v_2}{v_1+v_2}\right)^2
\]

shows that reflection comes from a mismatch of velocities. Three cases make this concrete.

**Equal velocities.** If \(E_2/m_2=E_1/m_1\), then \(T=1\). With your masses and \(E_1=5\) eV held fixed, this happens at \(E_2=1\) eV, a band edge 4 eV above the metal band bottom. The wave numbers still differ by a factor of 5, yet nothing is reflected.

**A heavier semiconductor.** Keep both energies but set \(m_2=1\). The velocity ratio rises to \(\sqrt{50}=7.07\) and \(T\) falls to 0.434. The light mass helps here because it makes a slow electron faster and brings \(v_2\) closer to \(v_1\).

**An electron near the band edge.** As \(E_2\to0\), \(v_2\) becomes small and

\[
T\simeq\frac{4v_2}{v_1}=4\sqrt{\frac{E_2m_1}{E_1m_2}} .
\]

The transmission starts from zero as the square root of the energy above the edge. A classical particle would pass with certainty as soon as \(E_2>0\). At your energy this leading term would give \(4/3.162=1.26\), so the full formula is needed.

The formula is also unchanged when the indices are exchanged. An electron coming from the semiconductor at the same total energy is therefore reflected with probability 0.27, although the potential drops in front of it.

### Away from normal incidence

For a flat, uniform interface and isotropic masses, the wave number \(k_\parallel\) along the interface is conserved. The same derivation then holds with the normal velocities

\[
v_{i\perp}=\frac{\sqrt{k_i^2-k_\parallel^2}}{m_i},
\]

where \(k_1\) and \(k_2\) still belong to the full kinetic energies. A travelling wave in the semiconductor needs \(k_\parallel<k_2\). At an angle \(\theta\) from the normal in the metal, \(k_\parallel=k_1\sin\theta\), so the limit is

\[
\sin\theta_c=\frac{k_2}{k_1}=\frac{1}{15.81},\qquad \theta_c=3.6^\circ .
\]

Halfway to this limit, at \(k_\parallel=k_2/2\), the normal velocity in the semiconductor is multiplied by \(\sqrt{3/4}=0.866\), while the metal one hardly changes. The transmission is then 0.675. Your 0.73 thus describes the centre of a narrow cone; at this total energy, the flat-band step fully reflects electrons outside the cone. A field in the semiconductor lets some of them tunnel through, as it does for the electrons below the band edge discussed later.

### How far to trust it for a real contact

Your parameters resemble a noble metal on n-type gallium nitride. Rough typical values for the semiconductor are a mass of 0.2, a gap of 3.4 eV, an optical dielectric constant of 5.3 and, at moderate doping, an interface field of 0.2 MV/cm. The metal energy is somewhat low: a free-electron Fermi energy near 5.5 eV, as for silver or gold, plus a barrier near 0.8 eV and your 0.1 eV gives about 6.4 eV. With \(E_2\) held at 0.1 eV, that lowers \(T\) to 0.68. The larger uncertainties lie in the metal's bands, the temperature, the shape of the barrier and the interface itself.

**The metal's bands.** Noble-metal films on gallium nitride usually grow with their (111) planes parallel to the interface. Along the normal, the free-electron energy at the zone boundary is then about 6.8 eV for silver or gold, and the lattice opens a gap several eV wide around it. An electron at 6.4 eV with \(k_\parallel=0\) falls inside this gap, so the incoming wave assumed here does not exist in such a film. Electrons can then enter the semiconductor only through processes that change \(k_\parallel\), such as scattering or diffraction by the interface lattice. The estimates below keep the free-electron metal and show only how the other details change its result.

**Temperature.** Electrons arrive with a spread of energies. For motion along the normal, the incident flux per energy interval is proportional to \(v_1\,dk_1=dE\). If the band edge lies many \(k_BT_{\rm e}\) above the Fermi level, where \(T_{\rm e}\) is the temperature, the occupation is proportional to \(e^{-E_2/k_BT_{\rm e}}\). The mean transmission at \(k_\parallel=0\) is then

\[
\langle T\rangle=\int_0^\infty T(E_2)\,e^{-E_2/k_BT_{\rm e}}\,\frac{dE_2}{k_BT_{\rm e}} .
\]

At 300 K, \(k_BT_{\rm e}=0.0259\) eV. With the band edge fixed 4.9 eV above the metal band bottom, numerical integration for the flat-band step gives 0.42. This leaves out electrons that tunnel below the edge when a field is present, as described next; they can carry a large part of the thermal current. Your electron, at almost four times \(k_BT_{\rm e}\), is faster than most of those that cross, so 0.73 should not be used as a thermal average.

**The depletion field.** Let the band edge fall as \(4.9\ {\rm eV}-Fx\), where \(F\) is the force on the electron, 0.002 eV per angstrom for the field above. In the semiconductor \(\psi''=-2m_2(E_2+Fx)\psi\). With

\[
\ell=(2m_2F)^{-1/3},\qquad s=-\frac{x+E_2/F}{\ell},
\]

this becomes the Airy equation \(d^2\psi/ds^2=s\psi\). The solution travelling away from the metal is \(\mathrm{Bi}(s)+i\,\mathrm{Ai}(s)\). Let \(g=\psi'/(m_2\psi)\) at \(x=0^+\). Matching gives \(iv_1(1-r)=g(1+r)\), hence

\[
r=\frac{iv_1-g}{iv_1+g},\qquad T=1-|r|^2 .
\]

For your electron \(T=0.734\), hardly a change. Below the edge the field matters more. An electron 0.05 eV below it would be fully reflected by the flat-band step, but here it tunnels through a triangular barrier 25 angstrom thick with \(T=0.12\).

**The image force.** The electron's attraction to the metal adds \(-b/x\), with \(b=1/(4\varepsilon)\) in atomic units and \(\varepsilon\) the optical dielectric constant. Setting the derivative of \(-Fx-b/x\) to zero puts the top of the barrier at

\[
x_m=\sqrt{b/F}=18\ \text{angstrom},
\]

and the value there shows that the top is lowered by

\[
2\sqrt{bF}=0.074\ {\rm eV}.
\]

For this potential I solved the effective-mass equation on a grid of spacing \(h=0.025\) angstrom,

\[
-\frac{1}{2h^2}\left[\frac{\psi_{n+1}-\psi_n}{m_{n+1/2}}-\frac{\psi_n-\psi_{n-1}}{m_{n-1/2}}\right]+V_n\psi_n=E\psi_n .
\]

The potential was kept from falling below the metal band bottom and was held constant beyond 300 angstrom. Starting there from an outgoing wave, the equation gives \(\psi\) point by point back into the metal, where the incident and reflected parts are separated.

At the same total energy, \(T=0.81\). The electron is now 0.174 eV above the rounded top. If the band edge is raised by 0.074 eV, so that the electron is again 0.1 eV above the top, with the metal energy still 5 eV, then \(T=0.72\). It therefore matters whether "0.1 eV above the edge" means the unrounded edge or the actual top. The classical image potential is not reliable within an angstrom or so of the metal, and cutting it off there at a smaller depth can raise both values by about 0.1. They show the size of the effect and do not predict a particular contact.

**The band shape.** A rough correction for a nonparabolic band increases the mass by the factor \(1+E_2/E_g\), where \(E_g\) is the gap. This gives \(m_2=0.206\) and \(T=0.725\), a small change.

**The interface.** The metal wavelength is 5.5 angstrom, comparable with atomic spacings. A smooth envelope function is therefore not a controlled description there, and the true Bloch waves may join differently. Flux conservation alone also allows, for real \(a\),

\[
\psi(0^+)=a\,\psi(0^-),\qquad
\frac{\psi'(0^+)}{m_2}=\frac1a\,\frac{\psi'(0^-)}{m_1},
\]

because \(a\) cancels from \(\psi^*\psi'/m\). The amplitude equations become \(t=a(1+r)\) and \(v_1(1-r)=a\,v_2t\). Eliminating \(t\) gives \(v_1(1-r)=a^2v_2(1+r)\). This is the earlier problem with \(v_2\) replaced by \(a^2v_2\), so

\[
T=\frac{4v_1a^2v_2}{(v_1+a^2v_2)^2}.
\]

For \(a^2=0.5\) this is 0.47; for \(a^2=2\) it is 0.95. I chose these two factors to show the sensitivity; they are not bounds for gallium nitride. Finding the real matching requires a calculation of the atomic interface. Scattering by phonons, defects and roughness is also left out, and roughness would break the conservation of \(k_\parallel\).

So 0.73 answers the problem you posed: one energy, normal incidence, an abrupt step and continuous \(\psi'/m\). It does not predict the transmission of a real noble-metal contact. With (111) planes at the interface, the incoming wave it assumes does not exist; for other orientations, even its first digit depends on details that the model does not contain.
